# The Ionization Gain Term for Equal Energy Sharing: verification in Python

```python
"""Ionization term of the electron kinetic equation with equal energy sharing.

Result under test, for the electron density per unit energy:
    C(e) = 4 G(2 e + I) - G(e),
    integral of C = R,   integral of e*C = -I*R,   R = integral of G.
e: electron energy (eV), I: ionization threshold (eV),
G(u) = N n sqrt(2/m) u sigma(u) F0(u): events per volume, time and incident
energy u.  F0 is the angle-averaged distribution, integral sqrt(e) F0 de = 1.
Inside the program G is per atom and per electron (N = n = 1), in cm3/s/eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import gamma, exp1, expn

# Rough typical values for a low-pressure argon etching plasma
I = 16.0                 # eV
PEAK = 3e-16             # cm2, peak of the model cross section
T = 3.0                  # eV
PRESSURE_MTORR = 10.0
GAS_K = 400.0
N_E = 1e11               # cm^-3
E_EXC = 12.0             # eV, excitation threshold
PEAK_EXC = 7e-17         # cm2
E_META = 4.0             # eV, ionization threshold of metastable atoms
PEAK_META = 8e-16        # cm2
META_FRACTION = 1e-4
WIDTH = 10.0             # eV, width of the unequal sharing rule
ATOM_MASS = 40 * const.atomic_mass

SPEED = 100 * np.sqrt(2 * const.e / const.m_e)   # cm/s at 1 eV
TOP = I + 40 * T                                 # eV, upper integration limit


def integrate(func, low, high):
    return quad(func, low, high, epsabs=0, epsrel=1e-9, limit=300)[0]


def sigma(u, threshold=I, peak=PEAK):
    x = threshold / u
    return peak * 6.75 * x * np.maximum(1 - x, 0)**2


def maxwell(u):
    return 2 / np.sqrt(np.pi) * T**-1.5 * np.exp(-u / T)


B_DRUY = 1.5 * T * gamma(0.75) / gamma(1.25)     # same mean energy as maxwell


def druyvesteyn(u):
    return 2 / (gamma(0.75) * B_DRUY**1.5) * np.exp(-(u / B_DRUY)**2)


def events(u, dist=maxwell):
    return SPEED * u * sigma(u) * dist(u)


def gain(e, dist=maxwell):
    return 4 * events(2 * e + I, dist)


# --- Prefactor and spectrum from explicit events in 3D velocity space ---
# Velocities are scaled so that energy = |w|^2; the distribution has a drift.
rng = np.random.default_rng(7)
samples, t_hot, drift = 2_000_000, 8.0, np.sqrt(6.0)
w = rng.normal(0, np.sqrt(t_hot / 2), (samples, 3))
w[:, 2] += drift
energy = np.sum(w**2, axis=1)
weight = SPEED * np.sqrt(energy) * sigma(energy)
hit = energy > I
child = (energy[hit] - I) / 2
edges = np.linspace(0, 15, 11)
pair_energies = np.concatenate([child, child])
pair_weights = np.concatenate([weight[hit], weight[hit]])
counted = np.histogram(pair_energies, edges, weights=pair_weights)[0] / samples
spread = 2 * np.sqrt(np.histogram(child, edges, weights=weight[hit]**2)[0])
spread /= samples
mu, mu_weight = np.polynomial.legendre.leggauss(40)


def drifting(u):
    """Angular average of the drifting Maxwellian."""
    exponent = -(u + drift**2 - 2 * np.sqrt(u) * drift * mu) / t_hot
    return np.pi * (np.pi * t_hot)**-1.5 * np.sum(mu_weight * np.exp(exponent))


bare = np.array([integrate(lambda e: events(2 * e + I, drifting), a, b)
                 for a, b in zip(edges[:-1], edges[1:])])
prefactor = counted.sum() / bare.sum()
worst_sigma = np.max(np.abs(counted - 4 * bare) / spread)
assert abs(prefactor - 4) < 0.03          # sampling error is below 0.01
assert worst_sigma < 5                    # statistical error of each bin

# --- Event rate: velocity-space definition (cgs) and closed form ---
mass_g, kt_erg = const.m_e * 1e3, T * const.e * 1e7
erg_per_ev = const.e * 1e7


def velocity_integrand(v):
    f = (mass_g / (2 * np.pi * kt_erg))**1.5
    f *= np.exp(-mass_g * v**2 / (2 * kt_erg))
    return 4 * np.pi * v**3 * f * sigma(mass_g * v**2 / 2 / erg_per_ev)


k_velocity = integrate(velocity_integrand, SPEED * np.sqrt(I),
                       SPEED * np.sqrt(TOP))
x = I / T
k_closed = (SPEED * 2 / np.sqrt(np.pi) * T**-1.5 * 6.75 * PEAK * I
            * (T * np.exp(-x) - 2 * I * exp1(x) + I * expn(2, x)))
assert abs(k_velocity / k_closed - 1) < 1e-6

# --- Number and energy moments for two distributions ---
moments = {}
for name, dist in (("Maxwellian", maxwell), ("Druyvesteyn", druyvesteyn)):
    norm = integrate(lambda s: 2 * s**2 * dist(s**2), 0, np.sqrt(TOP))
    mean = integrate(lambda s: 2 * s**4 * dist(s**2), 0, np.sqrt(TOP))
    assert abs(norm - 1) < 1e-7 and abs(mean - 1.5 * T) < 1e-6
    rate = integrate(lambda u: events(u, dist), I, TOP)
    incident = integrate(lambda u: u * events(u, dist), I, TOP) / rate
    born = integrate(lambda e: gain(e, dist), 0, (TOP - I) / 2) / rate
    carried = integrate(lambda e: e * gain(e, dist), 0, (TOP - I) / 2) / rate
    moments[name] = (rate, incident, born, carried)
    assert abs(born - 1 - 1) < 1e-6
    assert abs(carried - incident + I) < 1e-5
k_ion, u_mean, born, carried = moments["Maxwellian"]
k_druy = moments["Druyvesteyn"][0]
assert abs(k_ion / k_velocity - 1) < 1e-6

# --- Two wrong gain terms ---
wrong_number = integrate(lambda e: 2 * events(2 * e + I), 0,
                         (TOP - I) / 2) / k_ion - 1
wrong_energy = integrate(lambda e: 2 * e * events(e + I), 0,
                         TOP - I) / k_ion - u_mean
wrong_born = integrate(lambda e: 2 * events(e + I), 0, TOP - I) / k_ion - 1
assert abs(wrong_number) < 1e-6 and abs(wrong_born - 1) < 1e-6
assert abs(wrong_energy - (u_mean - 2 * I)) < 1e-5

# --- Fall of the mean energy from a small step on an energy grid ---
grid = np.linspace(1e-9, TOP, 140001)
before = np.sqrt(grid) * maxwell(grid)
step = 1e-4                                # ionizations per electron
after = before + step * (gain(grid) - events(grid)) / k_ion


def grid_mean(density):
    return trapezoid(grid * density, grid) / trapezoid(density, grid)


mean_slope = (grid_mean(after) - grid_mean(before)) / step
assert abs(mean_slope / -(I + 1.5 * T) - 1) < 1e-3   # first order in step

# --- Unequal sharing: slower electron e has weight 1/(1+(e/WIDTH)^2) ---
node, node_weight = np.polynomial.legendre.leggauss(100)


def unequal_gain(e):
    """Sum over the energy s of the partner electron; incident u = e + s + I."""
    total = 0.0
    for low, high in ((0.0, e), (e, e + 40 * T)):
        s = low + (high - low) * (node + 1) / 2
        share = 1 / (1 + (np.minimum(e, s) / WIDTH)**2)
        share /= WIDTH * np.arctan((e + s) / (2 * WIDTH))
        total += (high - low) / 2 * np.sum(node_weight * share
                                          * events(e + s + I))
    return total


def unequal_moment(power, low):
    high = 40 * T
    e = low + (high - low) * (node + 1) / 2
    values = np.array([unequal_gain(y) for y in e])
    return (high - low) / 2 * np.sum(node_weight * values * e**power) / k_ion


unequal_number = unequal_moment(0, 0.0) - 1
unequal_energy = unequal_moment(1, 0.0) - u_mean
assert abs(unequal_number - 1) < 1e-4      # fixed-order double quadrature
assert abs(unequal_energy + I) < 1e-3
fast_equal = integrate(gain, E_EXC, (TOP - I) / 2) / (2 * k_ion)
fast_unequal = unequal_moment(0, E_EXC) / 2

# --- Worked example and neglected effects ---
n_gas = PRESSURE_MTORR * 1e-3 * const.torr / (const.k * GAS_K) * 1e-6
rate_volume = n_gas * N_E * k_ion
power = rate_volume * I * const.e * 1e3    # mW/cm3


def model_rate(threshold, peak):
    return integrate(lambda u: SPEED * u * sigma(u, threshold, peak)
                     * maxwell(u), threshold, threshold + 40 * T)


k_exc = model_rate(E_EXC, PEAK_EXC)
k_meta = model_rate(E_META, PEAK_META)
mass_ratio = const.m_e / ATOM_MASS
recoil = mass_ratio * (np.sqrt(u_mean) + np.sqrt(2 * (u_mean - I)))**2
atom_energy = 1.5 * const.k * GAS_K / const.e
thermal_shift = 2 * np.sqrt(mass_ratio * u_mean * atom_energy)
fine = np.linspace(0, 20, 20001)
peak_energy = fine[np.argmax(gain(fine))]

print("INPUTS (rough, argon etching plasma)")
print(f"threshold I = {I:.1f} eV, electron temperature = {T:.1f} eV")
print(f"peak cross section = {PEAK:.1e} cm2 at {3 * I:.0f} eV")
print(f"pressure = {PRESSURE_MTORR:.0f} mTorr, gas = {GAS_K:.0f} K")
print(f"electron density = {N_E:.1e} cm^-3, atom density = {n_gas:.3e} cm^-3")
print("EXPLICIT EVENTS, drifting distribution")
print(f"temperature = {t_hot:.1f} eV, drift energy = {drift**2:.1f} eV")
print(f"velocities sampled = {samples}, energy bins = {len(bare)}")
print(f"measured prefactor = {prefactor:.3f}")
print(f"largest bin deviation = {worst_sigma:.2f} standard errors")
print("MOMENTS PER EVENT")
for name, (rate, incident, made, energy_out) in moments.items():
    print(f"{name}: rate coefficient = {rate:.4e} cm3/s")
    print(f"  mean incident energy = {incident:.4f} eV")
    print(f"  electrons inserted = {made:.6f}, net = {made - 1:.6f}")
    print(f"  energy inserted = {energy_out:.4f} eV")
    print(f"  net energy change = {energy_out - incident:.5f} eV")
print(f"velocity-space rate coefficient = {k_velocity:.4e} cm3/s")
print(f"closed-form rate coefficient = {k_closed:.4e} cm3/s")
print(f"2G(2e+I): net electrons = {abs(wrong_number):.6f}")
print(f"2G(e+I): net electrons = {wrong_born:.6f}")
print(f"2G(e+I): energy change = {wrong_energy:.4f} eV")
print(f"mean-energy slope = {mean_slope:.3f} eV per ionization per electron")
print(f"predicted slope = {-(I + 1.5 * T):.3f} eV")
print("WORKED EXAMPLE (Maxwellian)")
print(f"ionization frequency per electron = {n_gas * k_ion:.3e} s^-1")
print(f"ionization rate R = {rate_volume:.3e} cm^-3 s^-1")
print(f"power density I*R = {power:.3f} mW/cm3")
print(f"mean energy of an outgoing electron = {carried / born:.3f} eV")
print(f"source spectrum peaks at = {peak_energy:.2f} eV")
print("e (eV), 2e+I (eV), equal and unequal gain (cm^-3 s^-1 eV^-1)")
for e in (1.0, 2.0, 4.0, 8.0):
    scale = n_gas * N_E
    print(f"  {e:.0f}, {2 * e + I:.0f}, {scale * gain(e):.3e}, "
          f"{scale * unequal_gain(e):.3e}")
print("NEGLECTED EFFECTS (rough model inputs)")
print(f"unequal sharing, width {WIDTH:.0f} eV: net electrons = "
      f"{unequal_number:.5f}, energy = {unequal_energy:.4f} eV")
print(f"outgoing electrons above {E_EXC:.0f} eV: equal = {fast_equal:.3e}, "
      f"unequal = {fast_unequal:.3e}")
print(f"Druyvesteyn / Maxwellian rate = {k_druy / k_ion:.4f}")
print(f"metastables: fraction = {META_FRACTION:.0e}, threshold = "
      f"{E_META:.0f} eV, peak = {PEAK_META:.0e} cm2")
print(f"stepwise / direct ionization = {META_FRACTION * k_meta / k_ion:.4f}")
print(f"excitation: threshold = {E_EXC:.0f} eV, peak = {PEAK_EXC:.0e} cm2")
print(f"excitation / ionization power = {k_exc * E_EXC / (k_ion * I):.3f}")
print(f"ion recoil energy, upper bound = {recoil * 1e3:.3f} meV")
print(f"energy shift by atomic motion = {thermal_shift * 1e3:.2f} meV")
print("all tests passed")
```

Running it gives:

```
INPUTS (rough, argon etching plasma)
threshold I = 16.0 eV, electron temperature = 3.0 eV
peak cross section = 3.0e-16 cm2 at 48 eV
pressure = 10 mTorr, gas = 400 K
electron density = 1.0e+11 cm^-3, atom density = 2.414e+14 cm^-3
EXPLICIT EVENTS, drifting distribution
temperature = 8.0 eV, drift energy = 6.0 eV
velocities sampled = 2000000, energy bins = 10
measured prefactor = 4.003
largest bin deviation = 1.73 standard errors
MOMENTS PER EVENT
Maxwellian: rate coefficient = 1.9440e-10 cm3/s
  mean incident energy = 23.2556 eV
  electrons inserted = 2.000000, net = 1.000000
  energy inserted = 7.2556 eV
  net energy change = -16.00000 eV
Druyvesteyn: rate coefficient = 1.3092e-12 cm3/s
  mean incident energy = 18.6072 eV
  electrons inserted = 2.000000, net = 1.000000
  energy inserted = 2.6072 eV
  net energy change = -16.00000 eV
velocity-space rate coefficient = 1.9440e-10 cm3/s
closed-form rate coefficient = 1.9440e-10 cm3/s
2G(2e+I): net electrons = 0.000000
2G(e+I): net electrons = 1.000000
2G(e+I): energy change = -8.7444 eV
mean-energy slope = -20.498 eV per ionization per electron
predicted slope = -20.500 eV
WORKED EXAMPLE (Maxwellian)
ionization frequency per electron = 4.693e+04 s^-1
ionization rate R = 4.693e+15 cm^-3 s^-1
power density I*R = 12.031 mW/cm3
mean energy of an outgoing electron = 3.628 eV
source spectrum peaks at = 2.33 eV
e (eV), 2e+I (eV), equal and unequal gain (cm^-3 s^-1 eV^-1)
  1, 18, 1.233e+15, 1.876e+15
  2, 20, 2.051e+15, 1.561e+15
  4, 24, 1.502e+15, 9.468e+14
  8, 32, 2.348e+14, 2.947e+14
NEGLECTED EFFECTS (rough model inputs)
unequal sharing, width 10 eV: net electrons = 1.00000, energy = -16.0000 eV
outgoing electrons above 12 eV: equal = 4.097e-03, unequal = 2.877e-02
Druyvesteyn / Maxwellian rate = 0.0067
metastables: fraction = 1e-04, threshold = 4 eV, peak = 8e-16 cm2
stepwise / direct ionization = 0.0186
excitation: threshold = 12 eV, peak = 7e-17 cm2
excitation / ionization power = 0.738
ion recoil energy, upper bound = 1.022 meV
energy shift by atomic motion = 8.12 meV
all tests passed
```
